# Phase-space estimate and exact count of bound states in hydrogen-like atoms

**Question.** An electron is bound to a fixed point nucleus of charge $Z$. Classical phase-space volume gives an estimate of the number of stationary states bound by at least $\epsilon$. How large is that number, how does it scale with $Z$ and $\epsilon$, and how far is it from the exact quantum count?

**Answer.** Hartree atomic units are used ($\hbar=m_e=e^2/4\pi\varepsilon_0=1$), so that $H=p^2/2-Z/r$. The nucleus is infinitely heavy, relativity is neglected, and spin is left out; spin doubles every count below. The threshold is $\epsilon>0$, and states with $E\le-\epsilon$ are counted.

### One state per cell

A free particle in a cube of side $b$ with periodic boundary conditions has the states $e^{i\mathbf p\cdot\mathbf r}$ with $\mathbf p=2\pi\mathbf k/b$ and $\mathbf k$ a triple of integers. Each state occupies $(2\pi/b)^3$ of momentum space and $b^3$ of position space, hence $(2\pi)^3$ of phase space. The number of states with $|\mathbf k|\le R$ is thus estimated by the volume $4\pi R^3/3$. For $R=40.3$ there are 273977 integer triples in the ball and the volume is 274160, so even for free motion the rule is an estimate.

The phase-space estimate applies this rule locally, treating each small region as a box with constant potential:
$$W=\frac{1}{(2\pi)^3}\int_{H\le-\epsilon}d^3r\,d^3p .$$
This is sensible where the reduced wavelength $1/p$ changes little over its own length, $|d(1/p)/dr|\ll1$. Well inside the allowed region $p\approx\sqrt{2Z/r}$, and the condition reads
$$\frac{d}{dr}\sqrt{\frac{r}{2Z}}=\frac{1}{2\sqrt{2Zr}}\ll1 .$$
It fails near the nucleus, where the left side is 0.35 at $r=1/Z$ and reaches 1 at $r=1/8Z$, and also at the outer edge, where $p\to0$. The rule carries no error estimate of its own; the error is found below from the exact spectrum.

### The classical volume

At distance $r$ the condition $H\le-\epsilon$ allows momenta up to $p_{\max}=\sqrt{2(Z/r-\epsilon)}$, which is real for $r\le Z/\epsilon$. The allowed momenta fill a ball of volume $4\pi p_{\max}^3/3$, so
$$W=\frac{1}{8\pi^3}\int_0^{Z/\epsilon}4\pi r^2\,\frac{4\pi}{3}\,\big[2(Z/r-\epsilon)\big]^{3/2}dr=\frac{2}{3\pi}\,2^{3/2}\int_0^{Z/\epsilon}r^2\,(Z/r-\epsilon)^{3/2}dr,$$
because $16\pi^2/(3\cdot8\pi^3)=2/(3\pi)$. Put $r=(Z/\epsilon)x$. Then $r^2dr=(Z/\epsilon)^3x^2dx$ and $Z/r-\epsilon=\epsilon(1-x)/x$, and with $x^2x^{-3/2}=x^{1/2}$,
$$W=\frac{2}{3\pi}\,2^{3/2}\,\frac{Z^3}{\epsilon^{3/2}}\,I,\qquad I=\int_0^1x^{1/2}(1-x)^{3/2}dx .$$
The scaling is visible before $I$ is known: lengths are of order $Z/\epsilon$, momenta of order $\sqrt\epsilon$, and the cube of their product is $Z^3\epsilon^{-3/2}$.

For $I$ put $x=\sin^2t$, so that $dx=2\sin t\cos t\,dt$, $x^{1/2}=\sin t$ and $(1-x)^{3/2}=\cos^3t$. With $\sin^2t\cos^2t=\tfrac14\sin^22t$ and $\cos^2t=\tfrac12(1+\cos2t)$,
$$I=2\int_0^{\pi/2}\sin^2t\cos^4t\,dt=\frac14\int_0^{\pi/2}\sin^22t\,(1+\cos2t)\,dt=\frac14\left(\frac\pi4+0\right)=\frac{\pi}{16}.$$
The first term uses the mean value $1/2$ of $\sin^22t$ over the interval, and the second is $[\sin^32t/6]_0^{\pi/2}=0$. The prefactor becomes $\frac{2}{3\pi}\cdot\frac{\pi}{16}\cdot2^{3/2}=\frac{2^{3/2}}{24}=\frac{1}{3\cdot2^{3/2}}$, so
$$W=\frac{N^3}{3},\qquad N=\frac{Z}{\sqrt{2\epsilon}} .$$
Here $N$ is a real number and in general not an integer. The estimate grows without limit as $\epsilon\to0$, because the allowed radius $Z/\epsilon$ grows faster than the typical momentum $\sqrt\epsilon$ shrinks, so that their product $Z/\sqrt\epsilon$ diverges.

The integrand of $I$ shows where the states lie. Its logarithmic derivative $\frac{1}{2x}-\frac{3}{2(1-x)}$ vanishes at $x=1/4$, so the weight peaks at $r=Z/4\epsilon=N^2/2Z$, and it goes to zero at both ends, where the local rule is doubtful. For the inner end, dropping $\epsilon$ only enlarges the integrand, so the part of $W$ from $r<r_0$ obeys
$$W_{r<r_0}\le\frac{2}{3\pi}\,2^{3/2}Z^{3/2}\int_0^{r_0}r^{1/2}dr=\frac{2}{3\pi}\,2^{3/2}\cdot\frac23\,(Zr_0)^{3/2}=\frac{8\sqrt2}{9\pi}\,(Zr_0)^{3/2}.$$
For $r_0=1/Z$ this bound is 0.4001 of a state for any $Z$ and $\epsilon$. The singularity at the nucleus allows arbitrarily large momenta but adds less than half a state to $W$ from this region.

### The exact count

Write $\psi=u(r)Y_{lm}/r$ and $E=-\kappa^2/2$ with $\kappa>0$. The radial equation is
$$u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2\right]u .$$
Near $r=0$ the solutions behave as $r^{l+1}$ or $r^{-l}$. The second is not normalizable for $l\ge1$, and for $l=0$ it gives $\psi\sim1/r$, whose Laplacian contains a delta function that nothing in the equation balances. So take $u=\sum_{k\ge0}c_kr^{s}e^{-\kappa r}$ with $s=k+l+1$. Since
$$(r^se^{-\kappa r})''=\big[s(s-1)r^{s-2}-2\kappa s\,r^{s-1}+\kappa^2r^s\big]e^{-\kappa r},$$
the $\kappa^2$ terms cancel, leaving $\sum_kc_k\{[s(s-1)-l(l+1)]r^{s-2}+2(Z-\kappa s)r^{s-1}\}=0$. The power $r^{s-1}$ receives the second term from $c_k$ and the first term from $c_{k+1}$, whose bracket is $(s+1)s-l(l+1)=(s-l)(s+l+1)=(k+1)(k+2l+2)$. Therefore
$$\frac{c_{k+1}}{c_k}=\frac{2\,[\kappa(k+l+1)-Z]}{(k+1)(k+2l+2)} .$$
If the series does not end, the ratio tends to $2\kappa/k$, as in the series of $e^{2\kappa r}$, and $u$ grows like $e^{+\kappa r}$ up to a power of $r$. A normalizable state needs the numerator to vanish at some $k=n_r\ge0$, which fixes $\kappa=Z/n$ and
$$E_n=-\frac{Z^2}{2n^2},\qquad n=n_r+l+1 .$$
For given $n$, $l$ runs from $0$ to $n-1$ with $2l+1$ values of $m$ each. Since $2l+1=(l+1)^2-l^2$, the sum telescopes to $n^2$.

The condition $E_n\le-\epsilon$ is $n^2\le Z^2/2\epsilon$, that is $n\le N$. With $M=\lfloor N\rfloor$, the largest integer not above $N$, the exact count is
$$S=\sum_{n=1}^{M}n^2=\frac{M^3}{3}+\frac{M^2}{2}+\frac{M}{6}=\frac{M(M+1)(2M+1)}{6}.$$
The polynomial vanishes at $M=0$, and its increase from $M-1$ to $M$ is $(M^2-M+\tfrac13)+(M-\tfrac12)+\tfrac16=M^2$, which proves the formula by induction. Counting $E<-\epsilon$ strictly changes $S$ only when $N$ is an integer.

### The size and sign of the difference

$S$ is a staircase in $N$ and $W$ is a smooth curve. Setting $M^3/3$ against $\sum_{n\le M}n^2$ compares them only at integer $N$, just after a whole shell has entered, and suggests that the estimate is always low. For general $N$ write $M=N-\theta$ with $0\le\theta<1$ and expand each term:
$$\frac{M^3}{3}=\frac{N^3}{3}-N^2\theta+N\theta^2-\frac{\theta^3}{3},\qquad\frac{M^2}{2}=\frac{N^2}{2}-N\theta+\frac{\theta^2}{2},\qquad\frac M6=\frac N6-\frac\theta6 .$$
Collecting powers of $N$, the difference $D=S-W$ is exactly
$$D=-N^2B_1(\theta)+NB_2(\theta)-\tfrac13B_3(\theta),$$
with the Bernoulli polynomials
$$B_1=\theta-\tfrac12,\qquad B_2=\theta^2-\theta+\tfrac16=(\theta-\tfrac12)^2-\tfrac1{12},\qquad B_3=\theta^3-\tfrac32\theta^2+\tfrac12\theta=\theta(\theta-\tfrac12)(\theta-1).$$
The leading term is a sawtooth of amplitude $N^2/2$, half the size of one shell. At large $N$ the error relative to $W$ swings between about $+3/(2N)$ and $-3/(2N)$ within every shell, and $3/(2N)=3\sqrt{2\epsilon}/(2Z)$.

A bound holds for all $N>0$. Within a shell $S$ is fixed and $W$ rises, so $D$ is largest at $N=M$, where it is $M^2/2+M/6\le N^2/2+N/6$. On the negative side, $B_1<\tfrac12$, $-B_2\le\tfrac1{12}$, and $|B_3|\le\tfrac14\cdot\tfrac12$ because $\theta(1-\theta)\le\tfrac14$ and $|\theta-\tfrac12|\le\tfrac12$. Hence $-D\le N^2/2+N/12+1/24$, which does not exceed $N^2/2+N/6$ once $N\ge\tfrac12$. For $N<1$ there is no state, and $-D=N^3/3<N^2/2$. Dividing by $W$,
$$\frac{|D|}{W}\le\frac{3}{2N}+\frac{1}{2N^2},$$
with equality only at integer $N$.

Four features of a shell follow. Let $a=M+\tfrac12$ and $K=M+1$.

Just below the next step $W\to K^3/3$, and $S$ is the sum up to $K$ less $K^2$, so $D\to K^2/2+K/6-K^2=-K^2/2+K/6$.

At the midpoint $N=a$, $B_1$ and $B_3$ vanish and $B_2=-\tfrac1{12}$, so $D=-a/12$ and $D/W=-1/(4a^2)$. The relative error there is of order $N^{-2}$ in place of $N^{-1}$, so $(M+\tfrac12)^3/3$ is a much closer estimate of the first $M$ shells than $M^3/3$ for large $M$.

The curve crosses the step where $N^3/3=S=a^3/3-a/12$. For $M\ge1$ this gives $N^*=a\,(1-1/4a^2)^{1/3}\approx a-1/(12a)$, to first order in $1/4a^2$. Since $D$ is positive at $N=M$ and falls steadily, the estimate is low before $N^*$ and high after it.

The mean of $W$ over the shell, uniform in $N$, is $\int_M^{M+1}N^3dN/3=(4M^3+6M^2+4M+1)/12=M^3/3+M^2/2+M/3+1/12$. Subtracting it from $S$ leaves a mean $D$ of $-M/6-1/12=-a/6$. The term of order $N^2$ has averaged away. The remainder arises at leading order because the sawtooth amplitude grows across the shell: $N^2=M^2+2M\theta+\theta^2$, and $-2M\int_0^1\theta(\theta-\tfrac12)\,d\theta=-2M(\tfrac13-\tfrac14)=-M/6$, while $\int_0^1B_1\,d\theta$ and $\int_0^1B_2\,d\theta$ vanish.

### Where the steps come from

The volume can be sorted by angular momentum. At fixed $\mathbf r$, split $\mathbf p$ into a radial part $p_r$ and a transverse part of magnitude $p_t$, so that $d^3p=dp_r\,2\pi p_t\,dp_t$. With $L=rp_t$ one has $p_t\,dp_t=L\,dL/r^2$, and
$$\frac{4\pi r^2dr\;dp_r\,2\pi L\,dL/r^2}{8\pi^3}=\frac{L\,dL\,dr\,dp_r}{\pi}.$$
The condition $H\le-\epsilon$ allows $|p_r|\le P(r)$ with $P^2=2Z/r-2\epsilon-L^2/r^2$, so the $p_r$ integral gives $2P$ and
$$W=\int2L\,J(L)\,dL,\qquad J(L)=\frac1\pi\int_{r_1}^{r_2}P\,dr .$$
$J$ is the area enclosed by the radial orbit in the $(r,p_r)$ plane divided by $2\pi$. The turning points are the roots of $r^2P^2=-2\epsilon r^2+2Zr-L^2=2\epsilon(r-r_1)(r_2-r)$, so that $r_1+r_2=Z/\epsilon$ and $r_1r_2=L^2/2\epsilon$. Put $r=c-d\cos t$ with $c=(r_1+r_2)/2$ and $d=(r_2-r_1)/2$. Then $(r-r_1)(r_2-r)=d^2-(r-c)^2=d^2\sin^2t$, $dr=d\sin t\,dt$, and
$$J=\frac{\sqrt{2\epsilon}}{\pi}\int_0^\pi\frac{d^2\sin^2t}{c-d\cos t}\,dt .$$
The numerator is $d^2-d^2\cos^2t=(c-d\cos t)(c+d\cos t)-(c^2-d^2)$. The first part integrates to $\int_0^\pi(c+d\cos t)\,dt=\pi c$. For the second, $y=\tan(t/2)$ gives $\cos t=(1-y^2)/(1+y^2)$ and $dt=2\,dy/(1+y^2)$, so
$$\int_0^\pi\frac{dt}{c-d\cos t}=\int_0^\infty\frac{2\,dy}{(c-d)+(c+d)y^2}=\frac{\pi}{\sqrt{c^2-d^2}} .$$
With $c^2-d^2=r_1r_2$,
$$J=\sqrt{2\epsilon}\,\big(c-\sqrt{r_1r_2}\big)=\sqrt{2\epsilon}\,\frac{Z}{2\epsilon}-L=N-L .$$
The allowed range is $0\le L\le N$, and $W=\int_0^N2L(N-L)\,dL=N^3-\tfrac23N^3=N^3/3$ as before.

This says that $W$ is the integral of the weight $2L$ over the triangle $j\ge0$, $L\ge0$, $j+L\le N$ in the plane of radial action $j$ and angular momentum $L$. The exact condition $n_r+l+1\le N$ can be written $(n_r+\tfrac12)+(l+\tfrac12)\le N$, and the degeneracy is $2l+1=2(l+\tfrac12)$. So $S$ is the sum of the same weight over the points $(j,L)=(n_r+\tfrac12,\,l+\tfrac12)$ in the same triangle. The half-integers are read off from the exact spectrum here and are not an extra assumption. Each point is the centre of a unit square, and a linear weight integrates over the square to its value at the centre, so $S$ is the integral of $2L$ over a region with a stepped edge, and $D$ comes only from the edge.

The points of one shell lie on the line $j+L=n$, parallel to that edge, so all $n^2$ states cross the threshold together. At $N=M$ the edge cuts the $M$ outermost squares along their diagonals. The halves outside the triangle have area $\tfrac12$ and centroid at $L=l+\tfrac23$, hence weight $2(l+\tfrac23)\cdot\tfrac12=l+\tfrac23$, and
$$\sum_{l=0}^{M-1}\left(l+\tfrac23\right)=\frac{M(M-1)}{2}+\frac{2M}{3}=\frac{M^2}{2}+\frac M6,$$
which is $D$ at the top of the step. The error of order $N^2$ therefore comes from all $l$ along the edge, with most weight at large $l$, and its cause is the degeneracy of the Coulomb shells.

### Numbers for hydrogen

Take $Z=1$ in this model and $\epsilon=0.0045$ hartree (0.1225 eV). Then $N=1/\sqrt{0.009}=10.5409$, $M=10$ and $\theta=0.5409$. The threshold lies between $E_{10}=-1/200=-0.005000$ hartree and $E_{11}=-1/242=-0.004132$ hartree, so
$$S=\frac{10\cdot11\cdot21}{6}=385 .$$
The allowed region reaches $Z/\epsilon=222.22$ bohr. The estimate is $W=10.5409^3/3=390.40$, which corresponds to a phase-space volume of $96840\,\hbar^3$ divided into cells of $(2\pi)^3=248.050\,\hbar^3$. So $D=385-390.40=-5.40$ states, or $-1.38\%$ of $W$. The three terms of $D$ are
$$-N^2B_1=-(10.5409)^2(0.0409)\approx-4.5,$$
which is $-4.547$ when $\theta$ is carried unrounded,
$$NB_2=10.5409\,(0.0409^2-\tfrac1{12})=-0.861,\qquad-\tfrac13B_3=\tfrac13(0.5409)(0.0409)(1-0.5409)=+0.0034,$$
and their sum is $-5.40$. The bound on $|D|/W$ is $14.68\%$ here, and the actual error is far below it because $\theta$ is near $\tfrac12$. Numerical quadrature of the radial integrand of $W$ over $r<1$ bohr gives 0.3985 of a state, just under the bound 0.4001, since $\epsilon$ is small against $Z/r$ there. With spin, $S=770$ and $W=780.81$.

Moving the threshold within the same gap leaves $S=385$ and changes only $W$.

| $\epsilon$ (hartree) | $N$ | $W$ | $D$ | $D/W$ |
|---|---|---|---|---|
| 0.0048 | 10.2062 | 354.38 | +30.62 | +8.64% |
| 0.0045 | 10.5409 | 390.40 | −5.40 | −1.38% |
| 0.0042 | 10.9109 | 432.97 | −47.97 | −11.08% |

Across the shell $M=10$, $D$ falls from $50+10/6=+51.667$ at $N=10$ through $-10.5/12=-0.875$ at the midpoint to $-121/2+11/6=-58.667$ just below $N=11$, with mean $-10.5/6=-1.750$. The crossing is at $N^*=10.5-1/126=10.49206$, that is $\epsilon=1/(2N^{*2})=0.004542$ hartree.

The ratio $S/W$ depends on $N$ alone. From the formulas above it is $1+\frac{3}{2M}+\frac{1}{2M^2}$ at $N=M$, $1-\frac{1}{4a^2}$ at $N=a$, and $1-\frac{3}{2K}+\frac{1}{2K^2}$ just below $N=K$.

| $M$ | $S$ | at $M$ | at $M+\tfrac12$ | below $M+1$ |
|---|---|---|---|---|
| 1 | 1 | 3.0000 | 0.888889 | 0.3750 |
| 2 | 5 | 1.8750 | 0.960000 | 0.5556 |
| 5 | 55 | 1.3200 | 0.991736 | 0.7639 |
| 10 | 385 | 1.1550 | 0.997732 | 0.8678 |
| 20 | 2870 | 1.0763 | 0.999405 | 0.9297 |
| 50 | 42925 | 1.0302 | 0.999902 | 0.9708 |
| 100 | 338350 | 1.0151 | 0.999975 | 0.9852 |

For the first shell the estimate can be wrong by a factor of three, and for $N<1$ it predicts a fraction of a state where there is none. At $M=100$ the worst case is still about $1.5\%$ of $W$.

### Limits of the model

A finite nuclear mass replaces $p^2/2$ by $p^2/2\mu$, with $\mu$ the reduced mass in units of $m_e$. Since $\mu<1$, the momentum ball shrinks: its radius is multiplied by $\sqrt\mu$, so $W$ is multiplied by $\mu^{3/2}$, and the radial equation with $Z\to\mu Z$ and $\kappa^2=-2\mu E$ gives $E_n=-\mu Z^2/2n^2$. Both results keep their form with $N=Z\sqrt{\mu/2\epsilon}$. For a proton $\mu=0.999456$. Then $S$ stays 385 at all three thresholds above, but at $\epsilon=0.0045$ hartree $W$ falls from 390.40 to 390.09 and $D$ changes from $-5.40$ to $-5.09$, so the decimals given for hydrogen belong to the fixed-nucleus model.

A perturbation that splits a shell breaks its step into smaller ones; the relativistic correction does this for $n\ge2$ and only shifts the step at $n=1$. If in every shell the shifts are small against the gap $E_{n+1}-E_n=Z^2(2n+1)/[2n^2(n+1)^2]$, which tends to $Z^2/n^3$ at large $n$, the count $S$ changes only for thresholds lying between an unperturbed level $E_n$ and one of its shifted levels. For all other thresholds $S$ is unchanged, and the formula for $D$ holds with $W$ still taken as the unperturbed $N^3/3$. A uniform electric field lies outside this case: its potential is unbounded below, so the region $H\le-\epsilon$ has infinite volume. The exact result $W=N^3/3$ assumes the bare potential $-Z/r$ out to $r=Z/\epsilon$. Screening, neighbouring atoms or walls at a shorter distance change the allowed region, and the volume must then be computed afresh for the actual potential.
